# Why a Defect Eigenvalue Is Not Its Charge-Transition Level

**Q:** I have a defect in a monolayer semiconductor. In the neutral supercell its empty Kohn-Sham state lies 0.87 eV below the conduction-band edge $E_c$. So the defect captures an electron when the Fermi energy passes that point, and 0.87 eV is the depth of its $(0/-)$ level.

**A:** What must be equal when the Fermi energy is at the level?

**Q:** The formation energies of the neutral and the negative defect.

**A:** Then write them down. Let $f$ be the occupation of the defect state, so that its charge is $-ef$ with $e>0$, and let $Q$ be a lattice displacement that is zero in the relaxed neutral state and $Q_1$ in the relaxed charged state. Measure electron energies from $E_c$. Both charge states contain the same atoms, so the host energy and the atomic chemical potentials contribute the same constant $C$:

$$F_0=E(0,0)+C,\qquad F_-=E(1,Q_1)+C-E_F .$$

The term $-E_F$ appears because the extra electron comes from the reservoir. Setting $F_0=F_-$ gives

$$\varepsilon(0/-)=E(1,Q_1)-E(0,0). \tag{1}$$

These are energies of an isolated defect, each at its own relaxed geometry. Equation (1) contains no eigenvalue.

**Q:** But an eigenvalue is the energy of adding an electron.

**A:** It is the energy per electron of adding an infinitesimal amount. A small model shows the difference. Take one spin-polarized defect orbital $\phi$, normalized to one, in a layer whose other electrons respond linearly and are represented by a screened interaction $w$. Its energy is

$$E=f\langle\phi|h_Q|\phi\rangle+\tfrac12 f^2(1-a)J+\tfrac12kQ^2, \tag{2}$$

$$h_Q=-\frac{\hbar^2\nabla^2}{2m}-(V_0+gQ)\,u(r),\qquad u=e^{-r^2/2s^2}.$$

Here $J=\iint|\phi(\mathbf r)|^2w(\mathbf r-\mathbf r')|\phi(\mathbf r')|^2$ is the orbital's screened repulsion with itself. Exchange removes a fraction $a$ of it, and what remains stands for the self-interaction error of an approximate functional. The parameter $a$ is not the mixing fraction of a hybrid functional: Fock exchange acts on the unscreened repulsion, which is about five times larger than $J$ for the orbital used below.

Let $v(\mathbf r)=\int w(\mathbf r-\mathbf r')|\phi(\mathbf r')|^2$. The orbital appears twice as a density in $J$, so $\delta J/\delta\phi^*=2v\phi$. Varying (2) with a multiplier $f\varepsilon$ for the norm, then dividing by $f$, gives

$$[h_Q+f(1-a)v]\phi=\varepsilon\phi. \tag{3}$$

Projecting on $\phi$,

$$\varepsilon=\langle h_Q\rangle+f(1-a)J.$$

Now differentiate (2) with respect to $f$ at fixed $Q$. The explicit dependence gives $\langle h_Q\rangle+f(1-a)J=\varepsilon$. The change of the orbital gives

$$f\varepsilon\left(\langle\partial_f\phi|\phi\rangle+\langle\phi|\partial_f\phi\rangle\right)=f\varepsilon\,\partial_f\langle\phi|\phi\rangle=0,$$

because the norm is fixed. Hence

$$\partial E/\partial f=\varepsilon(f;Q), \tag{4}$$

which is Janak's theorem.

**Q:** Then I integrate (4) from 0 to 1. If the eigenvalue did not move, I would be right about the fixed lattice.

**A:** Yes. In general, adding and subtracting $\varepsilon(0;0)$ under the integral, then adding and subtracting $E(1,0)$ in (1), gives

$$\varepsilon(0/-)=\varepsilon(0;0)+\underbrace{\int_0^1[\varepsilon(f;0)-\varepsilon(0;0)]\,df}_{\text{occupation}}+\underbrace{E(1,Q_1)-E(1,0)}_{\text{relaxation}}. \tag{5}$$

If the orbital hardly changes shape, $\varepsilon(f;0)-\varepsilon(0;0)\approx f(1-a)J$, and the occupation term is about $\frac12(1-a)J$. It is positive for $a<1$. The relaxation term cannot be positive, since $Q_1$ minimizes the energy at $f=1$.

**Q:** How large are they?

**A:** Take $m=0.5\,m_e$, $V_0=2$ eV, $s=0.4$ nm, $a=0.25$, $g=20$ eV/nm and $k=1000$ eV/nm$^2$. Describe the layer as a thin sheet, polarizable in its plane, with screening length $r_0=4$ nm. I solved (3) self-consistently with six Gaussian basis functions and minimized the energy over $Q$. With energies from $E_c$, the fixed-lattice results are

$$\varepsilon(0;0)=-0.868,\quad \varepsilon(1;0)=-0.222,\quad E(1,0)=-0.543\ \text{eV}.$$

The occupation term is therefore $-0.543+0.868=+0.325$ eV. As a rough comparison, a Gaussian density $\propto e^{-r^2/2b^2}$ with $b=0.3$ nm has $J=0.871$ eV, and $\frac12(0.75)(0.871)=0.327$ eV.

Relaxation contributes $-0.082$ eV, so

$$\varepsilon(0/-)=-0.868+0.325-0.082=-0.625\ \text{eV}\quad(-1.00\times10^{-19}\ \text{J}).$$

Your eigenvalue lies 0.24 eV below the level given by this model's total energies. At 300 K, where $k_BT=0.0259$ eV, that changes a Boltzmann factor by about $1.2\times10^4$. With the prefactor held fixed, thermal emission rates estimated from the two depths would differ by that factor. The level itself still contains the self-interaction left at $a=0.25$, so this is a comparison within the model.

**Q:** Then I should use the eigenvalue of the charged, relaxed defect. That one includes the electron and the relaxation.

**A:** It errs the other way here. Start from the neutral defect, strain it to $Q_1$, and then add the electron. Since $E(0,Q_1)-E(0,0)=\frac12kQ_1^2$,

$$\varepsilon(0/-)=\tfrac12kQ_1^2+\int_0^1\varepsilon(f;Q_1)\,df$$

$$=\varepsilon(1;Q_1)-\int_0^1[\varepsilon(1;Q_1)-\varepsilon(f;Q_1)]\,df+\tfrac12kQ_1^2. \tag{6}$$

Both corrections have changed sign. The numbers are $-0.381-0.328+0.085=-0.624$ eV, which agrees with the previous sum within rounding.

**Q:** Why is a positive strain energy still missing, if the eigenvalue was calculated at the relaxed geometry?

**A:** The eigenvalue contains the lowering of the well, but not the elastic energy paid to lower it. At $f=1$ the orbital is stationary, so its response drops out of $dE/dQ$:

$$0=-g\langle u\rangle+kQ_1,\qquad Q_1=g\langle u\rangle/k. \tag{7}$$

The calculation gives $Q_1=0.0130$ nm. If the orbital were unchanged during relaxation, the well energy would fall by $gQ_1\langle u\rangle=kQ_1^2$ and the strain would cost half of that. The total energy would fall by $\frac12kQ_1^2=0.085$ eV, but the eigenvalue by twice as much. The computed changes are $-0.082$ eV for the energy and $-0.381+0.222=-0.159$ eV for the eigenvalue. Both are somewhat smaller because the orbital contracts as the well deepens. First, $\langle u\rangle$ grows, so it is below its final value during the displacement; this takes 0.003 eV from each fall. Second, $J$ grows. Comparing the projection of (3) with (2) gives $\varepsilon(1;Q)=E(1,Q)-\frac12kQ^2+\frac12(1-a)J$, and the increase of the last term takes a further 0.007 eV from the fall of the eigenvalue.

**Q:** Could I take the eigenvalue at half occupation?

**A:** For the fixed-lattice part, yes, when $\varepsilon(f)$ is nearly linear: the average of a linear function is its midpoint value. Here $\varepsilon(\frac12;0)=-0.542$ eV, against $E(1,0)-E(0,0)=-0.543$ eV. Relaxation must still be added to this fixed-lattice value. If you instead relax the lattice at half occupation, the midpoint eigenvalue already includes it approximately: the energy is then stationary in $Q$ as well, so (4) also holds along the relaxed path. Do not add it twice.

**Q:** Suppose I had the exact functional. Surely the difference would disappear then.

**A:** The occupation part would, for the right eigenvalue. At fixed geometry and zero temperature, an isolated system with a fractional electron number is a mixture of its two neighbouring integer states, provided the ground-state energy is convex in electron number. Its exact energy is then linear in $f$:

$$E(f)=(1-f)E(0)+fE(1).$$

By (4), the partly occupied level stays at $E(1)-E(0)$ for $0<f<1$. Approaching $f=1$ from below, the highest occupied eigenvalue of the charged defect is the vertical energy at that geometry. This does not entitle you to use the empty eigenvalue of the neutral system, because the exact exchange-correlation potential can jump by a constant when the electron number crosses an integer.

Relaxation remains in any case. In the model, $a=1$ makes (2) linear in $f$ and the occupation term vanishes. The level is then $-0.956$ eV, which is 0.088 eV below the eigenvalue instead of above it. With $a=0$ the occupation term is $+0.432$ eV and the level is $-0.516$ eV. The well is held fixed in this comparison, so it shows sensitivity to self-interaction and does not rank functionals.

**Q:** Between those cases the two terms might cancel.

**A:** They can. The occupation term falls from 0.432 eV at $a=0$ to zero at $a=1$, almost linearly, while relaxation stays between about $-0.08$ and $-0.09$ eV. Setting $0.432(1-a)\approx0.086$ gives $a\approx0.8$. Near that value the neutral eigenvalue would match the thermodynamic level, but two different energies would have cancelled.

**Q:** All this is for an isolated defect. My charged calculation uses a periodic cell with a neutralizing background. Does that simply add another physical contribution?

**A:** It adds an error. Let the cell have in-plane area $A=L^2$ and height $L_z$, and set the mean electrostatic potential to zero. First take an in-plane wave vector $G\ne0$. One sheet with charge density $\sigma$ produces $\sigma e^{-G|z|}/(2\varepsilon_0G)$. Summing over the stack, with $x=e^{-GL_z}$,

$$1+2\sum_{n=1}^{\infty}x^n=\frac{1+x}{1-x}=\coth\frac{GL_z}{2}\equiv c.$$

The sheet polarization is $\mathbf P=-2\varepsilon_0r_0\nabla_\parallel\varphi$, so its induced charge is $-\nabla_\parallel\cdot\mathbf P=-2\varepsilon_0r_0G^2\varphi$. Therefore

$$\varphi=\frac{c}{2\varepsilon_0G}\left(\sigma-2\varepsilon_0r_0G^2\varphi\right)
\ \Rightarrow\
\varphi=\frac{c\,\sigma}{2\varepsilon_0G(1+r_0Gc)}. \tag{8}$$

For $G=0$ the background matters. Between sheets, $\varphi''=\sigma/(\varepsilon_0L_z)$. The solution that is symmetric about the middle of the vacuum and has zero mean is

$$\varphi(z)=\frac{\sigma}{2\varepsilon_0L_z}\left[\left(z-\frac{L_z}{2}\right)^2-\frac{L_z^2}{12}\right],\qquad
\varphi(0)=\frac{\sigma L_z}{12\varepsilon_0}. \tag{9}$$

Thus, with $\rho_G$ the Fourier transform of $|\phi|^2$,

$$J_{\rm cell}=\frac{e^2L_z}{12\varepsilon_0A}+\frac1A\sum_{G\ne0}|\rho_G|^2\frac{e^2c}{2\varepsilon_0G(1+r_0Gc)}.$$

For the isolated sheet, $c=1$ and the sum becomes an integral:

$$J_{\rm iso}=\int\!\frac{d^2q}{(2\pi)^2}\,|\rho_q|^2\frac{e^2}{2\varepsilon_0q(1+r_0q)}.$$

**Q:** Exchange removes part of the self-repulsion. Does it also remove part of the image interaction?

**A:** Not in this model. The images are other charges, so $(1-a)J$ in (2) becomes $J_{\rm cell}-aJ_{\rm iso}$. For an unchanged orbital the errors are

$$\Delta E=\tfrac12f^2(J_{\rm cell}-J_{\rm iso}),\qquad
\Delta\varepsilon=f(J_{\rm cell}-J_{\rm iso}). \tag{10}$$

At $f=0$ the eigenvalue has no such electrostatic error. At $f=1$ its error is twice that of the energy. This holds for an eigenvalue measured from the band edge of the neutral cell. In the charged cell the $G=0$ term also raises the host bands, so an eigenvalue read against that cell's own band edge has a different error. Overlap between orbitals in neighbouring cells is neglected here; at $L=2$ nm it would spread the defect level into a band with a half-width of about 0.02 eV. For $L=2$ nm and $L_z=2.5$ nm, the fixed-lattice errors are $+0.0925$ and $+0.188$ eV, a ratio of 2.03. The small departure from two comes from the change of the orbital, which (10) leaves out.

After relaxation in this cell, the uncorrected level is $-0.535$ eV, which is 0.090 eV too high relative to the isolated model. I then replaced the orbital by a Gaussian charge with the same mean square radius and evaluated $-\frac12(J_{\rm cell}-J_{\rm iso})$. This gives $-0.090$ eV and a corrected level of $-0.624$ eV.

**Q:** I could avoid the correction by adding vacuum.

**A:** In this cell, where the error is already positive, adding vacuum at fixed area makes it larger. Half of the first term in $J_{\rm cell}$ grows at the rate

$$\frac{e^2}{24\varepsilon_0A}=\frac{18.095\ \text{eV nm}}{24(4\ \text{nm}^2)}=0.188\ \text{eV/nm}.$$

With $L=2$ nm, the uncorrected level moves from $-0.535$ eV at $L_z=2.5$ nm to $-0.063$ eV at 5 nm and $+0.879$ eV at 10 nm. The last value does not mean that the defect has entered the conduction band. It contains the growing energy of a charged sheet in its background. The model also keeps the electron in the sheet. By (9), its potential energy at mid-vacuum is lower by $e^2L_z/(8\varepsilon_0A)=5.7$ eV at $L_z=10$ nm. That exceeds the electron affinity of about 4 eV typical of such monolayers, so in an atomistic calculation charge would spill into the vacuum before this value was reached.

**Q:** Then I enlarge all dimensions together and extrapolate in $1/L$.

**A:** The limit is right, but small cells can mislead you. With $L_z=1.25L$ throughout, the uncorrected levels are:

| $L$ (nm) | Level (eV) |
|---:|---:|
| 2 | −0.535 |
| 4 | −0.679 |
| 8 | −0.707 |
| 16 | −0.691 |
| 32 | −0.668 |

The isolated value is $-0.625$ eV, so the error changes sign, reaches about $-0.08$ eV at $L=8$ nm and then decays slowly. A rough estimate shows why. The sum omits the region around $G=0$, whose area is $(2\pi/L)^2$. Replace it by a disc of equal area, with radius $q_c=2\sqrt\pi/L$, and set $\rho_q\approx1$ there. Then

$$J_{\rm cell}-J_{\rm iso}\approx\frac{e^2L_z}{12\varepsilon_0L^2}-\frac{e^2}{4\pi\varepsilon_0r_0}\ln\left(1+\frac{2\sqrt\pi\,r_0}{L}\right). \tag{11}$$

At $L=2$ nm this is $0.94-0.75=+0.19$ eV; at $L=8$ nm it is $0.24-0.37=-0.13$ eV. Half of each gives energy errors of about $+0.09$ and $-0.07$ eV, close to the computed $+0.09$ and $-0.08$ eV. The logarithm becomes proportional to $1/L$ when $L\gg2\sqrt\pi\,r_0\approx14$ nm.

**Q:** Can I use these numbers for a sulfur vacancy in monolayer MoS$_2$?

**A:** Not as a prediction. The mass, the screening length and the 2 eV gap used below are rough values for that regime; the well, the lattice coupling and the stiffness are chosen. The real vacancy also has more than one defect orbital. A first-order estimate of band nonparabolicity, $-\langle T^2\rangle/E_g$ with $T$ the kinetic energy, is $-0.23$ eV. Because $T$ is not small compared with $E_g$ here, the first-order term overestimates the effect of the changed dispersion and gives only its scale. It also leaves out the action of the defect potential on the other band, which can offset much of the shift. Any such shift would affect the eigenvalue as well as the level, so the model's absolute depth should not be trusted to 0.1 eV.

A supported device also breaks the assumption of vacuum on both sides. A substrate of relative permittivity 3.9 replaces $1+r_0q$ by $\kappa+r_0q$ with $\kappa=(1+3.9)/2$. Its polarization is counted in full, without the factor $1-a$, and it lowers the charged-state energy by 0.14 eV if the orbital is held fixed. In the same electrostatics it lowers the energy of a band electron by $(e^2/8\pi\varepsilon_0r_0)\ln\kappa=0.16$ eV. Measured from $E_c$, the two shifts largely cancel. Spin degeneracy gives a scale of $k_BT\ln2=0.018$ eV at 300 K, and softening one vibrational mode by 10% on charging gives $-0.003$ eV.

**Q:** And the layer is not infinitely thin.

**A:** That matters most for the cell correction. Spread the charge and the in-plane response uniformly over $t=0.6$ nm, without polarization normal to the layer. The isolated level moves by $-0.011$ eV, but the cell error changes from $+0.090$ to $-0.098$ eV. Most of this comes from the $G=0$ term. By (9), its kernel at separation $d=|z-z'|$ is $L_z/12-d/2+d^2/(2L_z)$. For a uniform profile $\langle d\rangle=t/3$ and $\langle d^2\rangle=t^2/6$, so the energy changes by

$$\frac{e^2}{2\varepsilon_0A}\left(-\frac t6+\frac{t^2}{12L_z}\right)=2.26(-0.100+0.012)=-0.20\ \text{eV}.$$

A correction for a real cell therefore needs the profile of the defect charge across the layer. It also needs the layer's dielectric profile, including the response normal to the plane that was left out here.

**Q:** So what should I do with my 0.87 eV?

**A:** Report it as the neutral defect's eigenvalue. For the level, relax both charge states, correct the charged energy for the actual cell and layer, align both calculations to the same host band edge, and take the difference in (1). The result still carries the error of the functional you use. In this model the neutral cell and its host share the zero of mean potential, so no alignment term appeared. In an atomistic calculation that offset has to be determined.
